# Is the empty sigma-antibonding orbital of a d8 complex metal centred?

## Question

In the ligand-field picture of a square-planar $d^8$ complex, the $d_{x^2-y^2}$ orbital points at the four donors, is pushed up by them, and stays empty. I have therefore been reading "the empty sigma-antibonding orbital" and "the empty metal $d_{x^2-y^2}$ orbital" as two names for one thing.

The anion $[\mathrm{Cu(CF_3)_4}]^-$ confuses me. Counting each $\mathrm{CF_3}$ as an anion gives Cu(III) and $d^8$, yet I have seen it described as having a nearly filled d shell. If the d shell is nearly full, what is the empty orbital made of? Can it still be antibonding? And how would I decide this in a real molecule, where there are many ligand levels and the atomic orbitals overlap?

## Answer

The two names describe the same orbital only under a condition on the energy levels. "Antibonding" says how the metal and ligand parts are combined; "metal centred" says which part is larger. A two-level model separates these properties, and the same analysis can then be carried over to a molecule.

### One d orbital and four donors

Place four equivalent donor orbitals $\sigma_1,\dots,\sigma_4$ on the $+x,+y,-x,-y$ axes, with energy $e_L$. Let the $d_{x^2-y^2}$ orbital $\phi$ have energy $e_d$. For now all these functions are orthonormal, and direct coupling between donors is neglected. The lobes of $\phi$ alternate in sign, so its couplings to the donors are $t,-t,t,-t$, with $t<0$.

The donor combination with the same sign pattern is

$$\lambda=\tfrac12(\sigma_1-\sigma_2+\sigma_3-\sigma_4).$$

Its coupling to the metal is

$$\beta=\langle\phi|H|\lambda\rangle=\tfrac12(t+t+t+t)=2t .$$

A donor combination with coefficients $a_i$ orthogonal to $\lambda$ obeys $a_1-a_2+a_3-a_4=0$. Its coupling to $\phi$ is $t(a_1-a_2+a_3-a_4)=0$. Three donor combinations therefore drop out, and a two-level problem remains.

For $\psi=c_d\phi+c_L\lambda$ the equations are

$$(E-e_d)c_d=\beta c_L,\qquad (E-e_L)c_L=\beta c_d .$$

Multiplying them and cancelling $c_dc_L$ gives $(E-e_d)(E-e_L)=\beta^2$. With $\Delta=e_d-e_L$ and $R=\sqrt{\Delta^2+4\beta^2}$, the roots are

$$E_\pm=\frac{e_d+e_L}{2}\pm\frac R2 .$$

The higher parent level is $(e_d+e_L)/2+|\Delta|/2$. Since $R>|\Delta|$ when $\beta\ne0$, $E_+$ lies above both parents **for either sign of $\Delta$**. Moreover, $E_+-e_d>0$ and $\beta<0$, so the first equation makes $c_d$ and $c_L$ opposite in sign. The upper orbital is antibonding whichever parent is higher.

### Which parent dominates

Let $W=c_d^2$ be the metal weight of the upper orbital. From $c_L/c_d=(E_+-e_d)/\beta$ and normalization,

$$W=\frac{1}{1+(E_+-e_d)^2/\beta^2}.$$

Replace $\beta^2$ by $(E_+-e_d)(E_+-e_L)$:

$$W=\frac{E_+-e_L}{(E_+-e_L)+(E_+-e_d)} .$$

The root gives $E_+-e_L=(R+\Delta)/2$ and $E_+-e_d=(R-\Delta)/2$, whose sum is $R$. Hence

$$W=\frac12\left(1+\frac{\Delta}{\sqrt{\Delta^2+4\beta^2}}\right).$$

Differentiating $E_+$ with respect to $e_d$, at fixed $e_L$ and $\beta$, gives the same expression: $\tfrac12+\Delta/(2R)$. An orbital with a large d weight follows the d level closely when that level is moved.

The field is normal for $\Delta>0$, where $W>\tfrac12$, and inverted for $\Delta<0$, where $W<\tfrac12$. The change is gradual: for $|\Delta|\ll|\beta|$, $W\simeq\tfrac12+\Delta/(4|\beta|)$. Strong covalency makes the labels "metal" and "ligand" poor near the crossing.

### The d population

In this model the other four d orbitals are nonbonding and hold eight electrons. The sigma-bonding orbital holds two more. Being orthogonal to the upper orbital in a two-dimensional space, it has metal weight $1-W$. Therefore

$$n_d=8+2(1-W)=10-2W .$$

Within the model, inversion means $n_d>9$. For $\Delta<0$ and $|\Delta|\gg|\beta|$, expanding the square root gives $W\simeq\beta^2/\Delta^2$, so

$$n_d\simeq10-\frac{2\beta^2}{\Delta^2}.$$

A population of ten is thus a limit of weak mixing; the sigma bond itself leaves a hole. In the opposite limit, $\Delta\gg|\beta|$, the same expansion gives $n_d\simeq8+2\beta^2/\Delta^2$, the ordinary $d^8$ picture.

Take $e_L=-10$ eV and $t=-1$ eV, so $\beta=-2$ eV.

- For $\Delta=+3$ eV, $R=\sqrt{9+16}=5$ eV, $W=\tfrac12(1+\tfrac35)=0.80$ and $n_d=8.4$. The upper level is $-8.5+2.5=-6$ eV.
- For $\Delta=0$, $W=0.50$, $n_d=9.0$ and the upper level is $-8$ eV.
- For $\Delta=-3$ eV, $W=0.20$, $n_d=9.6$ and the upper level is $-11.5+2.5=-9$ eV. This is still 1 eV above the ligand parent.

### What overlap does to the verdict

Atomic orbitals on neighbouring atoms overlap. Let $\langle\phi|\lambda\rangle=G>0$, and give both functions the same energy $e$. By symmetry, the two solutions are the sum and the difference of the functions, with energies

$$E_{\rm sum}=\frac{e+\beta}{1+G},\qquad E_{\rm diff}=\frac{e-\beta}{1-G}.$$

Their separation is $E_{\rm diff}-E_{\rm sum}=2(Ge-\beta)/(1-G^2)$, so the difference is the upper orbital when $\beta<Ge$. Normalized, it is

$$\psi=\frac{\phi-\lambda}{\sqrt{2(1-G)}} .$$

The Mulliken weight divides the overlap density equally:

$$c_d(c_d+Gc_L)=\frac{1-G}{2(1-G)}=\frac12 .$$

The squared projection on the metal function is instead

$$|\langle\phi|\psi\rangle|^2=\frac{(1-G)^2}{2(1-G)}=\frac{1-G}{2}.$$

For $G=0.10$ these are 0.50 and 0.45. The projection leans towards "inverted" because it takes $\phi$ first and gives the ligand everything orthogonal to it. Taking $\lambda$ first and giving the rest to the metal would lean the other way, with a metal weight of 0.55. In the first choice the ligand function, made orthogonal to $\phi$, has energy

$$\frac{e-2G\beta+G^2e}{1-G^2}=e+\frac{2G(Ge-\beta)}{1-G^2}>e .$$

Near the crossing the answer depends on the definition. A firm assignment should survive both measures.

### A bound that needs no two-level model

Choose five orthonormal metal 3d functions $\phi_m$ inside the space spanned by the molecular orbitals $\psi_i$. Define the 3d weight $W_i=\sum_m|\langle\phi_m|\psi_i\rangle|^2$. Each $\phi_m$ is normalized, so summing over all orbitals gives $\sum_iW_i=5$. For a closed-shell determinant,

$$n_d=2\sum_{\rm filled}W_i=10-2\sum_{\rm empty}W_i .$$

Every $W_i$ is nonnegative, so dropping all empty orbitals but the lowest (the LUMO) gives

$$W_{\rm LUMO}\le\frac{10-n_d}{2}.$$

If $n_d>9$, the LUMO cannot be mainly 3d, however many ligand levels take part. The converse does not follow: with $n_d<9$ the holes may be spread over several empty orbitals. The bound also assumes the same 3d functions for $n_d$ and $W$; it cannot be applied to a mixture of population schemes.

### Finding the levels in a molecule

Let $H$ now be the converged Kohn–Sham operator and $\psi$ the empty sigma-antibonding orbital, with energy $E$. Call its normalized 3d part $\phi_\sigma$. Remove all five 3d functions from the orbital space and diagonalize $H$ in what remains. This gives non-3d levels $e_k$ with functions $\chi_k$. Since $\phi_\sigma$ is the whole 3d part,

$$\psi=\sqrt W\,\phi_\sigma+\sum_kc_k\chi_k .$$

With $e_d=\langle\phi_\sigma|H|\phi_\sigma\rangle$ and real couplings $b_k=\langle\phi_\sigma|H|\chi_k\rangle$, projecting $H\psi=E\psi$ on $\phi_\sigma$ and on $\chi_k$ gives

$$e_d\sqrt W+\sum_kb_kc_k=E\sqrt W,\qquad b_k\sqrt W+e_kc_k=Ec_k .$$

The second equation yields $c_k=\sqrt W\,b_k/(E-e_k)$, provided no coupled level coincides with $E$. Inserting this in the first equation, and separately in $W+\sum_kc_k^2=1$, gives

$$E=e_d+\sum_k\frac{b_k^2}{E-e_k},\qquad \frac1W=1+\sum_k\frac{b_k^2}{(E-e_k)^2}.$$

A non-3d level below $E$ pushes the orbital up; one above $E$ pushes it down. Keep the main partner $p$, the level with the largest $c_k^2$, and fold the others into the d level:

$$e_d'=e_d+\sum_{k\ne p}\frac{b_k^2}{E-e_k},\qquad \Delta=e_d'-e_p .$$

Since $E=e_d'+b_p^2/(E-e_p)$,

$$\Delta=(E-e_p)-\frac{b_p^2}{E-e_p}=(E-e_p)\left(1-\frac{c_p^2}{W}\right).$$

For $E>e_p$, the sign of $\Delta$ tells whether the d function or its main partner has the larger amplitude. This $\Delta$ is computed from the finished orbital. It expresses the composition as an energy order and does not predict it independently.

### Two computed ions

Both ions were treated as isolated and closed-shell, with the metal and its four donor atoms in one plane. The calculations used the PBE functional, a def2-SVP basis on the metal and 6-31G on the ligands. The 3d functions are the leading d functions of an atomic natural-orbital basis, fitted to the molecular basis and orthonormalized. The geometries are chosen, not optimized: Ni–F 1.85 Å, Cu–C 1.96 Å, C–F 1.35 Å and tetrahedral angles at carbon, with one fluorine of each $\mathrm{CF_3}$ in the plane of the copper and carbon atoms.

**$[\mathrm{NiF_4}]^{2-}$** serves as a comparison with the same formal $d^8$ count. The closed-shell planar state is imposed and is not claimed to be the ground state. In this basis its LUMO is the sigma-antibonding orbital, with a projected 3d weight of 0.55 and a Mulliken d weight of 0.67. Both measures put it on the metal side, though it is strongly mixed.

The levels show why the other ligand orbitals must be included. The bare d level is 5.24 eV and the main ligand partner is at 5.63 eV, which by itself would suggest inversion. The remaining levels raise the d level to 6.43 eV. That net shift is upward, so among them the push from levels below $E$ outweighs that from levels above. The order becomes normal, with $\Delta=0.81$ eV. With $|b_p|=3.19$ eV,

$$W\approx\frac12\left(1+\frac{0.81}{\sqrt{0.81^2+4(3.19)^2}}\right)=0.56 .$$

The computed weight is slightly lower because the two-level estimate omits the terms $k\ne p$ in the formula for $1/W$.

The 3d population is 8.67, so the bound is $(10-8.67)/2=0.67$, well above the actual weight of 0.55. The sigma d function holds 0.90 electrons, leaving 7.76 in the other four. The simple model assumed these four to be completely filled; here $d_{xy}$, $d_{xz}$ and $d_{yz}$ are (2.00 electrons each), but $d_{z^2}$ holds only 1.77.

**$[\mathrm{Cu(CF_3)_4}]^-$** is far on the other side. The d level is $-4.88$ eV bare and $-4.31$ eV after the other levels are included, while the ligand partner is at 1.09 eV. Thus

$$\Delta=-4.31-1.09=-5.40\ \mathrm{eV},\qquad |b_p|=2.63\ \mathrm{eV}.$$

The square root is $\sqrt{5.40^2+4(2.63)^2}=7.54$ eV, and

$$W\approx\frac12\left(1-\frac{5.40}{7.54}\right)=0.14 ,$$

in agreement with the computed projection, also 0.14. This agreement is not an independent check: with $\Delta$ built from the orbital, the two-level estimate equals $W/(W+c_p^2)$. It is close to $W$ because the partner supplies 99% of the non-3d part, which is why two levels suffice here. The orbital lies at 2.16 eV, above both parents, as an antibonding orbital must in the two-level description.

The LUMO's Mulliken weights are 0.25 on copper, 0.60 on the four carbons and 0.15 on the twelve fluorines. The projected and Mulliken d weights differ, but both are well below one half. The empty orbital is mainly a carbon-based ligand combination with an antibonding copper d admixture.

The projected 3d population is 9.67, and the bound gives $W_{\rm LUMO}\le0.17$. The hole of 0.33 electrons can be traced: the LUMO accounts for $2\times0.141=0.28$, and most of the remainder, about 0.05, lies in the other four d functions. The Mulliken d population is 9.36 in this basis, but it is strongly basis dependent: with def2-TZVP on copper and def2-SVP on the ligands it rises to 9.97, while the projected population moves only to 9.64. "Nearly $d^{10}$" is therefore fair as a rough description, but the number depends on the definition and the basis, and by the projected measure the shell is not full.

### Does the level order cause the composition?

The two ions differ in both metal and ligand, so comparing them does not isolate one cause. A more direct test keeps one ion's Kohn–Sham operator fixed and moves only the energy of $\phi_\sigma$, by $-2\Delta$. In a pure two-level problem this replaces $\Delta$ by $-\Delta$, and hence $W$ by $1-W$.

For the copper ion the d level is raised by 10.8 eV. The fraction of $\phi_\sigma$ that is empty then rises from 0.14 to 0.84, close to the two-level value of 0.86. For the nickel ion the level is lowered by 1.6 eV, and the fraction falls from 0.55 to 0.43. In both cases the hole crosses one half. This shows how the fixed operator responds; a new self-consistent density would also change the levels and couplings.

### What this says about Cu(III)

The formal oxidation state, counted by electronegativity, assigns both electrons of each Cu–C bond to carbon. Four $\mathrm{CF_3^-}$ ligands and a total charge of $-1$ leave $\mathrm{Cu}^{3+}$, hence $d^8$. That rule does not ask where the bonding electrons are. A count that instead gives the electrons of each bonding orbital to its main atomic contributor would, in the two-level picture, give the sigma-bonding pair of this symmetry to copper and arrive at Cu(I); the label depends on the rule chosen. A 3d population of 9.67 neither breaks the electronegativity rule nor turns the complex into Cu(I) by that rule. Nor is it a measure of the copper charge, which also involves the 4s and 4p populations.

The distinction matters when the LUMO is used to discuss reduction. If an electron were added to this orbital with all orbitals frozen, the projected 3d population would rise by only 0.14 and the Mulliken d population by 0.25. Calling that step "filling the copper d hole" would misplace most of the added electron. Orbital relaxation could change the amount.

### How far the numbers reach

The calculation omits counterions, solvent, relativity and diffuse basis functions, and only one functional was used. The weights should therefore be read as a description at this level of theory, and they are not converged to the digits shown. For the copper ion, def2-TZVP on the metal, def2-SVP on the ligands and a finer grid change $W$ from 0.14 to 0.15, the Mulliken weights on Cu, C and F from 0.25, 0.60, 0.15 to 0.23, 0.65, 0.12, $\Delta$ from $-5.40$ to $-5.31$ eV and $|b_p|$ from 2.63 to 2.73 eV, and raise the levels by 0.4 to 0.6 eV. In that basis the Löwdin d weight of the orbital is 0.39, still below one half but with a smaller margin. For the nickel ion a finer grid alone moves the levels by 0.01 to 0.02 eV. The nickel assignment, with $W$ close to one half, has the smaller margin: in the two-level formula a change of 0.8 eV in $\Delta$ would bring it to the crossing, against 5.4 eV for copper, and with all levels kept its projected weight reaches one half when the d level is lowered by about 0.6 eV.

The orbital energies need particular care. The highest filled level of the isolated nickel dianion is at $+7.95$ eV; a positive level is not a bound state of the Kohn–Sham potential, and the finite basis keeps the orbital localized. Whether the real dianion would lose an electron cannot be read from this number. The copper LUMO is also at positive energy. With diffuse basis functions, other empty levels can fall below the sigma-antibonding orbital of either ion, so that orbital should be identified by its symmetry and composition, not by being the lowest empty one. I use these levels only to analyse mixing within each ion, not as ionization energies or electron affinities, and their absolute values should not be compared between the ions. The remaining populations and levels are in the numerical output.

So, for your complex, keep the word "antibonding" and drop "metal centred". To decide another case, find the empty sigma-antibonding orbital, compute its composition by two measures and the d population, and check whether they agree. A level diagram drawn from the formal d count cannot settle it, because that count contains no information about $\Delta$.

## Values computed for the example and the checks

```
Model ligand level: -10.0 eV; single coupling: -1.0 eV
Model Delta +3.0 eV: E+ -6.000 eV, W 0.800, n_d 8.400 electrons
Model Delta +0.0 eV: E+ -8.000 eV, W 0.500, n_d 9.000 electrons
Model Delta -3.0 eV: E+ -9.000 eV, W 0.200, n_d 9.600 electrons
Equal levels, group overlap 0.10: Mulliken W 0.500, projected W 0.450
Chosen lengths: Cu-C 1.96, C-F 1.35, Ni-F 1.85 angstrom
NiF4 dianion: basis functions 67, electrons 66
  grid electron-count error: 0.00475 electrons
  smallest captured 3d norm: 0.9962
  projected 3d population: 8.665 electrons
  Mulliken d population: 8.388 electrons
  x2-y2 share of sigma d function: 1.0000
  sigma d population: 0.902 electrons
  HOMO energy: 7.950 eV
  sigma* energy: 9.249 eV
  sigma* position among empty orbitals: 1
  sigma* projected 3d weight: 0.546
  upper bound on that weight: 0.668
  sigma* Mulliken metal d weight: 0.669
  sigma* Mulliken weight on all Ni: 0.669
  sigma* Mulliken weight on all F: 0.331
  bare sigma d level: 5.238 eV
  dressed sigma d level: 6.434 eV
  ligand partner level: 5.625 eV
  dressed Delta: 0.809 eV; |beta|: 3.194 eV
  partner share of non-3d part: 0.935
  two-level estimate of W: 0.563
  sigma d hole fraction before/after level shift: 0.549 / 0.432
Cu(CF3)4 anion: basis functions 175, electrons 162
  grid electron-count error: 0.01295 electrons
  smallest captured 3d norm: 0.9994
  projected 3d population: 9.668 electrons
  Mulliken d population: 9.362 electrons
  x2-y2 share of sigma d function: 0.9999
  sigma d population: 1.713 electrons
  HOMO energy: -1.406 eV
  sigma* energy: 2.159 eV
  sigma* position among empty orbitals: 1
  sigma* projected 3d weight: 0.141
  upper bound on that weight: 0.166
  sigma* Mulliken metal d weight: 0.252
  sigma* Mulliken weight on all Cu: 0.252
  sigma* Mulliken weight on all C: 0.601
  sigma* Mulliken weight on all F: 0.147
  bare sigma d level: -4.884 eV
  dressed sigma d level: -4.309 eV
  ligand partner level: 1.086 eV
  dressed Delta: -5.395 eV; |beta|: 2.634 eV
  partner share of non-3d part: 0.993
  two-level estimate of W: 0.142
  sigma d hole fraction before/after level shift: 0.143 / 0.840
```
